# A straight Poole-Frenkel plot does not prove Poole-Frenkel conduction

## The argument under review

The manuscript reports the current density $J$ through an insulating film of thickness $d=50$ nm at 300 K. Between 10.00 and 10.90 V the conductance per area, $G=J/V$, rises by a factor of ten. Plotted as $\ln G$ against $\sqrt V$, the data follow a straight line of slope $16.6\ \mathrm{V^{-1/2}}$ with $R^2=0.9997$. The manuscript concludes that the current is Poole-Frenkel emission from traps. The slope implies a relative permittivity of 0.62, which it attributes to "local field effects".

Two questions must be separated. Does the straightness of the plot establish the mechanism? And if the permittivity had come out reasonable, would that have established it? I answer both with a trap that cannot show the Poole-Frenkel effect.

## What the Poole-Frenkel plot assumes

Take $q>0$ as the elementary charge and $F=V/d$ as the magnitude of a uniform field. The Poole-Frenkel trap is positively charged when empty, so a departing electron is attracted back to it. At distance $x$ in the direction of escape its potential energy is

$$U(x)=-\frac{q^2}{4\pi\varepsilon_0\varepsilon_r x}-qFx .$$

Setting $U'(x)=0$ gives $x_m=\sqrt{q/(4\pi\varepsilon_0\varepsilon_r F)}$. There the two terms are equal, so

$$U(x_m)=-2qFx_m=-\sqrt{\frac{q^3F}{\pi\varepsilon_0\varepsilon_r}} .$$

The barrier is lowered by this amount. If the free-carrier density is proportional to the thermal release rate and the drift velocity to $F$, then $J/F$ varies as the release rate, and

$$\ln G=\text{const}+\frac{1}{kT}\sqrt{\frac{q^3V}{\pi\varepsilon_0\varepsilon_r d}} .$$

A measured slope $s=d\ln G/d\sqrt V$ is therefore converted into

$$\varepsilon_{\rm fit}=\frac{q^3}{\pi\varepsilon_0 d\,(kTs)^2}. \tag{1}$$

With $kT/q=0.02585$ V and $q/(\pi\varepsilon_0)=5.76\times10^{-9}$ V m, the reported slope gives

$$\varepsilon_{\rm fit}=\frac{5.76\times10^{-9}}{5.0\times10^{-8}\,(0.02585\times16.616)^2}=0.62 .$$

The manuscript's arithmetic is right, but the value is impossible. For a passive insulator the Kramers-Kronig relation writes the static permittivity as 1 plus a positive integral over absorption. The electronic part alone, which responds when the ions are too slow, is likewise 1 plus the positive contribution of the electronic transitions. Neither can be below 1.

A different carrier balance can make the discrepancy worse. If every free carrier leaves behind one of the few empty traps, recapture is proportional to the square of the carrier density. The density then follows the square root of the release rate, and the theoretical slope is halved. The same measured slope would then require a permittivity four times smaller, about 0.16.

## A trap without a Coulomb well

Now let the trap be neutral when empty. A departing electron feels no long-range attraction, and the lowering derived above is absent. I model the trap as a well of very short range with one level at depth $\phi$ below the conduction band, effective mass $m$, and $\kappa=\sqrt{2m\phi}/\hbar$. Release is elastic: the electron tunnels at constant energy through the triangular barrier made by the field.

The normalized bound state outside the well is

$$\psi=\sqrt{\frac{\kappa}{2\pi}}\,\frac{e^{-\kappa r}}{r}.$$

To treat tunnelling along $x$, resolve $\psi$ into transverse wave vectors $\mathbf k$. The function $u=e^{-\kappa r}/r$ obeys $(\nabla^2-\kappa^2)u=-4\pi\delta(\mathbf r)$. Its transverse Fourier transform therefore obeys

$$\left(\frac{d^2}{dx^2}-p^2\right)u_{\mathbf k}=-4\pi\delta(x),\qquad p=\sqrt{\kappa^2+k^2},$$

with solution $u_{\mathbf k}=2\pi e^{-p|x|}/p$. Near the trap each component thus has the squared amplitude

$$|A_{\mathbf k}|^2=\frac{\kappa}{2\pi}\frac{4\pi^2}{p^2}=\frac{2\pi\kappa}{p^2}.$$

In the field, the local decay constant of this component is $\sqrt{p^2-gx}$, with $g=2mqF/\hbar^2$. The exponent of the tunnelling probability is

$$2\int_0^{p^2/g}\!\sqrt{p^2-gx}\;dx=\frac{4p^3}{3g}=\frac{2\hbar^2p^3}{3mqF}.$$

The prefactor follows from the outgoing wave in a linear potential, $\mathrm{Bi}+i\,\mathrm{Ai}$. Deep in the barrier its modulus is $e^{\zeta}/(\sqrt\pi z^{1/4})$, where $z$ is the scaled distance from the turning point and $\zeta=\tfrac23z^{3/2}$. Far beyond the turning point its modulus is $1/(\sqrt\pi|z|^{1/4})$. The local wave number or decay constant is proportional to $|z|^{1/2}$, so their product with the squared modulus changes by just $e^{-2\zeta}$. The outgoing flux of one component is therefore $(\hbar p/m)|A_{\mathbf k}|^2$ times the tunnelling factor.

Summing over $\mathbf k$, with $d^2k=2\pi p\,dp$,

$$\Gamma=\int\!\frac{d^2k}{(2\pi)^2}\,\frac{\hbar p}{m}\,\frac{2\pi\kappa}{p^2}\,e^{-2\hbar^2p^3/(3mqF)}
=\frac{\hbar\kappa}{m}\int_\kappa^\infty\!dp\;e^{-2\hbar^2p^3/(3mqF)} .$$

In a weak field the integrand falls rapidly from its lower limit. The exponent there increases at the rate $2\hbar^2\kappa^2/(mqF)$ per unit $p$, so the integral is the integrand at $\kappa$ divided by this rate:

$$\Gamma\simeq\frac{qF}{2\sqrt{2m\phi}}\,e^{-B/F},\qquad B=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar q}. \tag{2}$$

To turn this into a current, let $N$ be the density of filled traps and $\ell$ the mean distance an electron travels before recapture. Each release moves charge $q$ through $\ell$, hence $J=qN\ell\,\Gamma$. I take $N$ and $\ell$ independent of field, assume contacts that supply enough carriers, and let a uniform fixed charge neutralize the filled traps on average. I also neglect the fields of individual filled traps, which would spread the release rates and change the slope. The factor $F$ in (2) then cancels in $G=J/(Fd)$:

$$\ln G=\text{const}-\frac{B}{F}. \tag{3}$$

There is no $\sqrt F$ in this law. If $\ell$ varied as a power $F^a$, a term $a\ln F$ would be added.

## Why the line looks straight

Let $x=\sqrt F$, $y=-B/x^2$ and $b=B/F$. Differentiating twice,

$$y'=\frac{2B}{x^3}=\frac{2b}{x},\qquad y''=-\frac{6B}{x^4}=-\frac{6b}{x^2}.$$

The plot is concave. Suppose $\ln G$ changes by $\Delta$ across a window, so that $\Delta=\ln10=2.303$ for one decade. To leading order in $\Delta/b$ the width of the window in $x$ is $w=\Delta/y'=\Delta x/(2b)$. A parabola departs from its chord at mid-window by

$$S=\frac{|y''|w^2}{8}=\frac18\,\frac{6b}{x^2}\,\frac{\Delta^2x^2}{4b^2}=\frac{3\Delta^2}{16b}.$$

A least-squares line does better than the chord. With $u$ running from $-1$ to $1$ across the window, the departure from the chord is $S(1-u^2)$. By symmetry the fit keeps the chord's slope and subtracts the mean, $2S/3$. The residual is $S(\tfrac13-u^2)$, which is largest at the ends:

$$\text{largest residual}=\frac{2S}{3}=\frac{\Delta^2}{8b}.$$

Its mean square is $S^2(\tfrac19-\tfrac29+\tfrac15)=4S^2/45$, while the variance of the nearly linear $y$ is $\Delta^2/12$. Therefore

$$1-R^2\simeq\frac{4S^2/45}{\Delta^2/12}=\frac{16}{15}\,\frac{S^2}{\Delta^2}=\frac{3\Delta^2}{80b^2}. \tag{4}$$

The stronger the exponential, the straighter the plot for a given change of conductance. A large $b$ compresses the decade into a small relative range of field, about $\Delta/b$, where the curvature has little room to appear.

The point extends beyond tunnelling. For any smooth conductance law define $n=d\ln G/d\ln F$. Then $y'=2n/x$, and since $dn/dx=(2/x)\,dn/d\ln F$,

$$y''=\frac{1}{x^2}\left(4\frac{dn}{d\ln F}-2n\right).$$

Poole-Frenkel conduction has $n\propto\sqrt F$, so $dn/d\ln F=n/2$ and the curvature vanishes, as it should. Tunnelling has $n=b$ and $dn/d\ln F=-b$, which returns $-6b/x^2$. A pure power law has constant $n$ and curvature $-2n/x^2$. At equal $n$ it would look three times straighter than tunnelling, again without any Poole-Frenkel effect.

## What the fitted permittivity measures

Since $d\ln G/d\sqrt V=2n/\sqrt V$, putting the tangent slope into (1) gives

$$\varepsilon_{\rm fit}=\frac{q^3V}{4\pi\varepsilon_0d\,n^2(kT)^2}=\frac{q^3F}{4\pi\varepsilon_0\,n^2(kT)^2}. \tag{5}$$

This is an identity about the fitting procedure and holds for any conduction law. For elastic tunnelling $n=B/F$, hence

$$\varepsilon_{\rm fit}=\frac{q^3F^3}{4\pi\varepsilon_0B^2(kT)^2}. \tag{6}$$

The dielectric response of the film does not appear. The number is set by trap depth, mass, field and temperature. It has no lower bound at 1, but nothing keeps it away from plausible values either.

## The same data from a known mechanism

The figures attributed to the manuscript are in fact those of a computed tunnelling current. The model has $\phi=1.5$ eV, $m=0.2$ electron masses, $N=10^{18}\ \mathrm{cm^{-3}}$ and $\ell=20$ nm, which give $B=56.1$ MV/cm. These are round parameters and represent no particular material. At this density the filled traps are about 10 nm apart, so in a real film the neglected fields of individual charges would alter the numbers below.

For the current I did not use approximation (2). I solved numerically, by Newton iteration, for the complex energy $E$ at which a wave purely outgoing in the field meets the boundary condition of the short-range well. The rate is $\Gamma=-2\,\mathrm{Im}\,E/\hbar$. At 2.0 MV/cm it is $33.9\ \mathrm{s^{-1}}$, so that

$$J=(1.602\times10^{-19}\,\mathrm C)(10^{18}\,\mathrm{cm^{-3}})(2\times10^{-6}\,\mathrm{cm})(33.9\,\mathrm{s^{-1}})=1.09\times10^{-5}\ \mathrm{A/cm^2}.$$

Relative to this solution, formula (2) is 3.9% too high at 2.0 MV/cm and 7.0% too high at 3.6 MV/cm. The electron emerges $\phi/(qF)=7.5$ nm from the trap at the lower field, well within the assumed $\ell$. The value of $\ell$ only scales the current, but it is an idealisation. Recapture after 20 nm with a cross-section of $10^{-15}\ \mathrm{cm^2}$ would need roughly $5\times10^{20}$ empty traps per cm³, about 1.3 nm apart, and tunnelling between traps, which the model omits, would then compete. The field also supplies $qF\ell=4$ eV or more per flight, so a field-independent $\ell$ is an assumption, not a property of real films.

**One decade from 2.0 MV/cm.** This is the manuscript's window. Its central field, taken at the middle of the $\sqrt F$ range, is 2.089 MV/cm, where $b=26.87$. The expected largest residual is $5.302/(8\times26.87)=0.0247$, and a line fitted to 41 computed points gives 0.0245. A departure of some 2.5% in conductance is easily missed. Equation (4) gives $1-R^2=2.8\times10^{-4}$, against $2.9\times10^{-4}$ from the fit. The apparent permittivity from (5), with $q/(4\pi\varepsilon_0)=1.440\times10^{-9}$ V m, is

$$\varepsilon_{\rm fit}=\frac{(1.440\times10^{-9})(2.089\times10^{8})}{(26.87)^2(0.02585)^2}=0.62,$$

as reported. No local field effect is needed to account for it.

The voltage range was itself a warning. The slope varies as $\varepsilon_r^{-1/2}$, so real Poole-Frenkel conduction with $\varepsilon_r=4$ would have raised the conductance between 10.00 and 10.90 V by a factor of only 2.5, not ten.

**One decade from 3.6 MV/cm.** Keep the trap, the film and the mechanism, and measure from 18.00 to 21.14 V. The current density now rises from about 5 to 60 A/cm². The calculation holds the film at 300 K; an experiment might need short pulses to limit heating. Now $b=14.36$ at the central field of 3.907 MV/cm. The fit has $R^2=0.9990$ and a largest residual of 0.047. The fitted permittivity is 4.1, a perfectly ordinary value for an insulator. With $\ell\propto F$ one has $n=b+1$, and (5) lowers the fitted values by about 7% in the lower window and 13% in this one, which changes neither conclusion.

This answers the second question. According to (6) the apparent permittivity grows as $F^3$. For this trap at 300 K it passes 1 at 2.45 MV/cm and 4 at 3.88 MV/cm. An impossible permittivity rejects the simple Poole-Frenkel reading, but an acceptable one does not confirm it.

## Measurements that would test the two laws

**A wider range of conductance.** The largest residual grows as $\Delta^2$. Over three decades from 2.0 MV/cm, that is from 10.00 to 13.27 V, it is 0.25, ten times the one-decade value. The data lie below the line at both ends and above it in the middle. Yet $R^2$ is still 0.997, so the residuals must be plotted; the correlation coefficient will not reveal the pattern.

Against $1/V$, the same three decades leave a largest residual of 0.0005. So small a figure belongs to the idealised model with constant $\ell$ and purely elastic release. With $\ell\propto F$ it is about 0.006, still far below 0.25, and phonon-assisted release bends this plot further, so that under strong coupling neither plot need be straight. The comparison carries weight because of its range. A single decade against $1/V$ would be open to the objection made here, in reverse. To see this, let $v=1/F$. Then $dy/dv=-nF$ and

$$\frac{d^2y}{dv^2}=F^2\left(n+\frac{dn}{d\ln F}\right),$$

which for Poole-Frenkel conduction is $\tfrac32nF^2$. The window has width $\Delta/(nF)$, so the departure from the chord is

$$\frac18\cdot\frac32nF^2\cdot\frac{\Delta^2}{n^2F^2}=\frac{3\Delta^2}{16n}.$$

This is the earlier result with $n$ in place of $b$. To leading order, at equal $n$ and equal $\Delta$, each law imitates the other equally well on the other's plot.

**A second temperature.** In Poole-Frenkel conduction the slope varies as $1/T$, and (1) returns the same permittivity at every temperature, apart from any real change in the material. In elastic tunnelling with a fixed trap depth and mass the slope does not change, so the fitted permittivity varies as $1/T^2$. Between 300 and 200 K it rises by $(300/200)^2=2.25$. In the upper window it goes from 4.1 to 9.2, which exposes the imitation. In the lower window it goes from 0.62 to 1.4. Cooling would therefore remove the formal impossibility there without making the interpretation any more correct.

The temperature criterion depends on release being elastic. This is an idealisation, since recapture into a level 1.5 eV deep must dispose of that energy, normally through phonons. At 2.0 MV/cm and 300 K the factor $e^{-\phi/kT}$ for release over the full barrier is 13 decades smaller than $e^{-B/F}$, so that route is negligible if the prefactors are comparable. With coupling to phonons, however, an electron may first gain an energy $\epsilon$ and then tunnel through a lower barrier. A rough estimate keeps only the Boltzmann factor and the tunnelling exponent, and ignores how the overlap of the lattice states depends on $\epsilon$. The weight is then

$$\exp\!\left[-\frac{\epsilon}{kT}-b\left(1-\frac{\epsilon}{\phi}\right)^{3/2}\right].$$

The exponent is concave in $\epsilon$, and its derivative at $\epsilon=0$ is $-1/kT+3b/(2\phi)$. In this estimate, tunnelling from the ground level has the largest weight if

$$b<\frac{2\phi}{3kT},$$

which is 38.7 here at 300 K. The windows above satisfy this, but the excited levels would still add a contribution that depends on temperature and field. Summing the weight over $\epsilon$ lowers the ratio 2.25 to about 2.05 in the lower window. Under strong coupling the neglected overlap factors can shift the limit itself and bring the ratio much closer to 1. The slope would then lie outside the elastic model, and its temperature dependence would have to be compared quantitatively with both mechanisms. Merely finding some temperature dependence would not restore the Poole-Frenkel interpretation.

**Film thickness.** A thickness series would not separate the two laws as modelled here. In both, $J$ depends on voltage and thickness through $F=V/d$ alone.

## Recommendation

The sentence "the linear plot demonstrates Poole-Frenkel conduction" should be withdrawn. The data support a weaker statement: over one decade, $\ln(J/V)$ is approximately linear in $\sqrt V$, and the slope is incompatible with simple Poole-Frenkel emission because it requires a permittivity below 1. Elastic tunnelling from a neutral-when-empty trap reproduces the observations, but one decade at one temperature does not prove that mechanism either. The revised manuscript should show residuals over at least three decades, on both plots, and repeat the measurement at a second temperature.
